# Inverting the generalised Anscombe transform for denoised low-light pixels

A silicon image sensor looks at a dim, static scene. One pixel collects two electrons per exposure on average, and its readout adds noise of 1.5 electrons. Averaging similar pixels should recover the two electrons. Suppose, however, that the denoiser assumes one noise level for the whole image, whereas here the noise grows with the signal. A nonlinear transform can nearly equalise the noise before denoising. The question is how to return to electrons afterwards without shifting the dark parts of the picture.

## The pixel and its noise

Let the raw value, in digital numbers (DN), be

$$z=gN+o+\sigma n .$$

Here $N$ is a Poisson count of mean $\lambda$, $n$ is an independent standard normal variable, $g$ is the gain in DN per electron, $o$ is the offset and $\sigma$ is the read noise in DN. Rounding and saturation are left out for now. In electron units,

$$x=\frac{z-o}{g}=N+sn,\qquad s=\frac{\sigma}{g}.$$

The mean of $x$ is $\lambda$. Since the two noises are independent, their variances add to $\lambda+s^2$.

A smooth function $f$ multiplies a small fluctuation by its slope, so its variance is roughly $f'(\lambda)^2(\lambda+s^2)$. Setting this to one gives $f'=(\lambda+s^2)^{-1/2}$, and integration gives $f=2\sqrt{\lambda+s^2}$. This argument cannot fix a constant of order one under the root, because that constant matters only at the next order. We therefore try

$$f(x)=2\sqrt{\max(x+c,0)},\qquad c=s^2+d,$$

and choose $d$ to improve the stabilisation. The maximum is needed because Gaussian noise can make $x+c$ negative.

## Fixing the constant under the root

Put $m=\lambda+c$ and $u=x-\lambda$. At large $m$, with $s$ fixed, clipping is negligible. Then $E f^2=4E(x+c)=4m$. For the mean, expand the root:

$$E f=2\sqrt m\,S,$$

$$S=1-\frac{M_2}{8m^2}+\frac{M_3}{16m^3}-\frac{5M_4}{128m^4}+\frac{7M_5}{256m^5}-\frac{21M_6}{1024m^6}+\cdots,$$

where $M_k=E u^k$, and $M_1=0$. The second cumulant of $x$ is $\lambda+s^2=m-d$. Gaussian noise has no higher cumulants, so all higher cumulants of $x$ equal $\lambda=m-c$. Hence

$$M_2=m-d,\quad M_3=\lambda,\quad M_4=3M_2^2+\lambda,$$

$$M_5=10M_2\lambda+\lambda,\quad M_6=15M_2^3+10\lambda^2+15M_2\lambda+\lambda .$$

Through order $m^{-2}$, the terms with $M_2$, $M_3$ and $M_4$ suffice:

$$S=1-\frac1{8m}+\frac1{m^2}\left(\frac d8+\frac1{16}-\frac{15}{128}\right)+O(m^{-3}).$$

The bracket is $d/8-7/128$. Squaring adds the square of the first correction, $1/64$, to twice this bracket:

$$S^2=1-\frac1{4m}+\frac1{m^2}\left(\frac d4-\frac3{32}\right)+O(m^{-3}).$$

The variance $V=E f^2-(E f)^2=4m(1-S^2)$ is therefore

$$V=1+\frac{3/8-d}{m}+O(m^{-2}).$$

The choice $d=3/8$ removes the first error. From here on $c=s^2+3/8$, which defines the generalised Anscombe transform. Since $g^2x=gz-go$, its form in raw units is

$$f=\frac2g\sqrt{\max\left(gz+\frac38g^2+\sigma^2-go,\,0\right)} .$$

The next order shows what remains. With $d=3/8$, the $m^{-2}$ coefficient of $S$ is $-1/128$. At order $m^{-3}$, $M_3$ contributes $-c/16$. The subleading part of $M_4$ is $-\frac54m$, which contributes $+25/512$. The leading parts of $M_5$ and $M_6$ contribute $+70/256$ and $-315/1024$. The sum is $-c/16+15/1024$. Moments beyond the sixth enter only at order $m^{-4}$.

In $S^2$ this coefficient is doubled, and the cross term $2(-1/8)(-1/128)=1/512$ is added. The result is $-c/8+1/32$. Multiplying by $-4m$, and using $c=s^2+3/8$, gives

$$V=1+\frac{c/2-1/8}{m^2}+O(m^{-3})=1+\frac{1+8s^2}{16m^2}+O(m^{-3}).$$

This is a high-count result. In complete darkness the variance is 1.17 for $s=1.5$ electrons, but 0.26 for $s=0.3$ electrons. In the second case a denoiser set for unit variance assumes about twice the actual standard deviation. The transform has not made the noise uniform there.

## Why undoing the square root fails

Suppose the denoiser returns $D$. Solving $D=2\sqrt{x+c}$ for $x$ gives the algebraic inverse

$$I_{\rm alg}(D)=\frac{D^2}{4}-c .$$

For a single unclipped sample this restores $x$. But a perfect denoiser returns the mean $\mu(\lambda)=E f$, and the square of a mean is not the mean of a square.

The error can be found without an expansion. For any real $y$, $\max(y,0)=y+\max(-y,0)$. With $y=x+c$,

$$\frac{f^2}{4}=x+c+\max(-x-c,0).$$

Take the expectation and define the clipping term $C=E\max(-x-c,0)$. Then

$$\frac{E f^2}{4}=\lambda+c+C .$$

Since $E f^2=\mu^2+V$,

$$\frac{\mu^2}{4}-c=\lambda+C-\frac V4 .$$

The bias, meaning the expected restored value minus $\lambda$, is therefore

$$b_{\rm alg}=C-\frac V4 .$$

This identity holds at any count within the pixel model. The transform was built to make $V$ close to one, so at high counts the algebraic inverse loses a quarter of an electron.

Take a gain of 2 DN per electron, an offset of 64 DN and read noise of 3 DN. Then $s=3/2=1.5$ electrons and $c=2.25+0.375=2.625$. At $\lambda=2$ the mean raw value is 68 DN and $\mu=4.1712$. Hence

$$I_{\rm alg}=\frac{(4.1712)^2}{4}-2.625\approx1.725 .$$

The missing signal is 0.275 electrons, or 0.55 DN, which is 14% of the true signal. The identity gives the same number from other quantities: $C=0.0045$ and $V=1.1186$, so $C-V/4=-0.275$.

## Better averaging exposes the error

A real denoiser combines a finite number of samples. The simplest model takes weights that do not depend on the data. Let $\widehat D=\sum_i w_i f_i$, with fixed weights satisfying $\sum_iw_i=1$ and independent samples of equal $\lambda$. Its mean is $\mu$ and its variance is $V\sum_iw_i^2$. Therefore

$$E I_{\rm alg}(\widehat D)-\lambda=\frac{\mu^2+V\sum_iw_i^2}{4}-c-\lambda=C-\frac V4\left(1-\sum_iw_i^2\right).$$

For an equal average of $M$ samples, $\sum_iw_i^2=1/M$. At $M=1$ the bias is just $C$. As $M$ grows, it falls towards $C-V/4$. The inverse that looks harmless on an unprocessed pixel becomes biased because the denoiser succeeds.

For $M=16$ and $\lambda=2$ the formula gives $-0.2577$ electrons. A simulation of 200,000 patches, generated as raw values in DN, gave $-0.2573$ with a standard error of 0.0012.

A single patch does not show this clearly. To first order, a fluctuation of $\widehat D$ is multiplied by $D/2$, so the restored value has standard deviation $(D/2)\sqrt{V/M}$. At $M=16$ this is about 0.55 electrons, twice the bias. Setting it equal to the limiting bias gives

$$M=\frac{D^2V}{4b_{\rm alg}^2}\approx64 .$$

Beyond roughly this amount of averaging, systematic error exceeds random error in this example. Averages over large dark regions reveal it sooner than individual restored pixels do.

## Adding a quarter is only a high-count repair

The first repair is to add the missing quarter:

$$I_{\rm asy}(D)=\frac{D^2}{4}-c+\frac14=\frac{D^2}{4}-\frac18-s^2 .$$

This is the asymptotic inverse. For a perfect denoiser its bias is $C+(1-V)/4$. With clipping negligible, the variance expansion gives

$$b_{\rm asy}=-\frac{1+8s^2}{64m^2}+O(m^{-3}).$$

For $s=1.5$ the coefficient of $1/m^2$ is $-0.2969$. Values of $\mu$ at 100 and 200 electrons, extrapolated linearly in $1/m$, give $-0.2967$. At 10 electrons, where $m=12.625$, the leading term predicts $-0.0019$ electrons, while the actual bias is $-0.0027$. Higher terms still matter there.

At $\lambda=2$ the asymptotic inverse returns 1.975 electrons, an error of about 1.3%. For this sensor that may be enough. Now reduce the read noise to 0.3 electrons and hold the rest of the model fixed. The biases, in electrons, become:

| $\lambda$ | algebraic | asymptotic |
|---:|---:|---:|
| 0 | −0.058 | +0.192 |
| 0.5 | −0.158 | +0.092 |
| 1 | −0.208 | +0.042 |
| 2 | −0.245 | +0.005 |
| 5 | −0.252 | −0.002 |

In darkness the quarter-electron correction does more harm than the error it was meant to remove. The limit $s=0$ shows why. Then $x=N$ is never negative, so $C=0$. As $\lambda\to0$ nearly every sample is zero, $f$ hardly varies, and $V\to0$. The algebraic bias vanishes, while the asymptotic inverse reports a quarter of an electron that is not there. Going from 1.5 to 0.3 electrons of read noise thus makes the constant correction worse in the dark, although it improves the sensor.

## Inverting the mean itself

The remedy is to invert the function that a perfect denoiser returns. The exact unbiased inverse is $I=\mu^{-1}$, provided that $\mu$ never takes the same value twice.

Write $p_k=e^{-\lambda}\lambda^k/k!$ and let $h_k=E f(k+sn)$, so that $\mu=\sum_{k\ge0}p_kh_k$. Differentiating the Poisson weights gives $dp_k/d\lambda=p_{k-1}-p_k$, with $p_{-1}=0$. Shifting the index in the first sum gives

$$\mu'(\lambda)=\sum_{k\ge0}p_k(h_{k+1}-h_k)=E[f(x+1)-f(x)] .$$

The function $f$ never decreases, and it rises strictly whenever $x+1+c>0$, which has positive probability. Hence $\mu'>0$. Since $\mu$ also grows without limit, each $D\ge\mu(0)$ has one non-negative inverse. For $s=1.5$, $\mu(0)=3.070$. Residual noise can push a denoised value below this, and such values are mapped to zero.

Computing $h_k$ directly meets the infinite slope of the square root at the clipping point. The substitution $x+c=t^2$ removes it. Then $f=2t$ and $dx=2t\,dt$, so

$$h_k=\frac1{s\sqrt{2\pi}}\int_0^\infty4t^2\exp\left[-\frac{(t^2-c-k)^2}{2s^2}\right]dt .$$

The integrand is smooth and even in $t$, so the integral is half of one over the whole line. For such a rapidly decaying integrand the trapezoidal rule converges very fast once its step resolves the peak. Near $t=\sqrt{c+k}$ the exponent is approximately $-(2t\,\delta t)^2/(2s^2)$, so the peak width is $s/(2t)$. High counts and low read noise demand the finest step.

The scheme is then as follows:

1. Measure $g$, $o$ and $\sigma$, and form $s=\sigma/g$.
2. Compute $h_k$ once for this $s$, and $\mu(\lambda)$ on a grid.
3. Interpolate $\lambda$ as a function of $\mu$.
4. Transform the raw pixels, denoise them, and look up each result. Map values below $\mu(0)$ to zero.
5. Multiply by $g$ and add $o$ if raw units are wanted.

A grid uniform in $\sqrt\lambda$ places more nodes in the dark. With 500 nodes from 0 to 150 electrons and $s=1.5$, a cubic spline agreed with root finding to $2\times10^{-10}$ electrons at 41 values of $D$ up to 20. That figure is interpolation error only, not the accuracy of a restored image.

At $\lambda=2$ the exact inverse of $\mu$ returns 2.000 electrons. This follows from its definition. The harder question is what happens when the denoiser returns something other than $\mu$.

## What “unbiased” does not cover

**Residual noise.** Let $\widehat D=\mu+\varepsilon$, where $\varepsilon$ has zero mean and variance $V/M$. Away from zero signal, expand $I$ to second order:

$$E I(\widehat D)=\lambda+\frac{I''V}{2M}+O(M^{-2}).$$

Since $I'=1/\mu'$, one more derivative with respect to $D$ gives $I''=-\mu''/\mu'^3$. At high count $I\approx D^2/4+\text{constant}$, so $I''\approx1/2$ and the bias is about $+1/(4M)$. For $M=16$ this is 0.016 electrons. At $\lambda=2$ the curvature formula gives 0.0171, and the simulation gave $0.0175\pm0.0012$.

At $\lambda=0.5$ the formula gives 0.016, but the simulation gave 0.045. There 13% of the patches fell below $\mu(0)$ and were set to zero. A smooth continuation of the inverse would have made them negative, so the clamp raises the average. The local expansion does not contain this effect. In darkness about half the patches are clamped, and the average is 0.18 electrons too high. The asymptotic inverse, which has no clamp, stays within 0.011 electrons at $\lambda=0$, 0.5, 1 and 2 for this $M$ and $s=1.5$, so here it is the less biased of the two. For $s=0.3$ in darkness the order reverses: about 0.05 electrons for the clamped exact inverse against 0.20. Where the average over a uniform region matters more than non-negative pixels, it is better to average $\widehat D$ further before inverting.

**Data-dependent weights.** The results above assume weights fixed in advance. Many denoisers choose weights from the noisy values themselves, and then neither the mean nor the variance of $\widehat D$ need follow the formulas above, even in a uniform region. For 16 samples at $\lambda=2$ and $s=1.5$, Gaussian weights of unit width in the difference of $f$ from one reference sample give a bias of about $-0.12$ electrons for the algebraic inverse and $+0.20$ for the exact one. A median gives about $-0.07$ and $+0.20$. The exact inverse removes the bias only when the denoiser returns something close to $\mu$.

**Unequal pixels.** If the denoiser mixes pixels of different brightness, it averages $\mu$ rather than $\lambda$. For one pixel at 1 electron and one at 5, the exact inverse of the average returns 2.81 electrons instead of 3. The approximation $\mu\approx2\sqrt m$ explains most of the loss. With $m_1=3.625$ and $m_2=7.625$,

$$\left(\frac{\sqrt{m_1}+\sqrt{m_2}}2\right)^2=\frac{m_1+m_2}2-\frac{(\sqrt{m_1}-\sqrt{m_2})^2}4 .$$

The last term is 0.18 electrons, against an actual loss of 0.19. No function of $D$ alone can repair this, because the same $D$ could also come from two equal pixels.

**Wrong noise parameters.** Suppose zero-mean noise of variance $\Delta v$ is missing from the model. The term $-M_2/(8m^2)$ in $S$ lowers $\mu$ by about $\Delta v/(4m^{3/2})$. Near this point $d\lambda/dD\approx\sqrt m$, so the restored signal shifts by roughly $-\Delta v/(4m)$. If the true read noise is 1.65 electrons but 1.5 is assumed, $\Delta v=0.4725$. At $\lambda=2$, where $m=4.625$, the estimate is $-0.026$ electrons. The full calculation gives $-0.037$, so the estimate has the right sign and order of magnitude but is about 30% too small at this count.

## Beside a real sensor

The main parameters are rough typical values for a low-light silicon CMOS sensor at high analogue gain; read noise of 0.3 electrons belongs to specialised photon-counting pixels. Two assumptions that can fail are Gaussian read noise and the absence of dark charge. Some pixels show random telegraph noise, in which a trap switches the output between levels. With jumps of $\pm4$ electrons, each with probability 0.1, the exact inverse errs by $-0.20$ electrons at $\lambda=2$, about 70% of the error of the algebraic inverse in the ideal model. Most of this comes from the variance of the jumps, 3.2 electrons squared, which is missing from $s$. If the read noise assumed for such a pixel includes it, so that $s=2.33$, the Gaussian table errs by only $-0.009$ electrons; removing the rest needs the actual noise distribution in $h_k$. Dark charge is also Poisson, so it simply adds to $\lambda$, and its mean can be subtracted after inversion. Removing only its mean before the transform is biased: 1.2 electrons of dark charge then cost 0.09 electrons at $\lambda=2$. If both $o$ and $\sigma$ are measured on dark frames of the same exposure, they absorb its mean and variance, the argument of the root is unchanged, and the error for this charge at $\lambda=0.5$ and 2 stays below 0.01 electrons for $s=1.5$ and 0.02 for $s=0.3$. An assumed rate of 5 electrons per second at 300 K gives 0.17 electrons in 33 ms. Scaling with a rough activation energy of 0.56 eV gives 1.2 electrons at 330 K, more than four times the bias under discussion. An activation energy near the full gap, 1.12 eV, as for diffusion current, would give about 9 electrons instead. Dark rates and their temperature dependence differ widely between sensors, so they must be measured.

The remaining errors set the range in which the choice of inverse matters. If the true gain is 5% above the assumed one, the restored 2-electron signal is 0.09 electrons too high. This is almost entirely a change of unit, which a plain average would show too: after conversion back to DN, the error is worth only 0.006 electrons. A 1% response error reaches a quarter of an electron at 25 electrons, and above that it outweighs the algebraic bias. Rounding to whole DN shifts the exact inverse by only 0.0002 electrons here. The variance estimate above would suggest about 0.001. The small figure depends on where the codes fall relative to the clipping point: an offset of 64.25 DN gives $-0.006$ electrons. For $s=0.3$ at the same gain and offset, where $\sigma=0.6$ DN, rounding shifts the exact inverse by $-0.04$ electrons at $\lambda=0.5$ and $-0.03$ at $\lambda=1$, but by less than 0.002 electrons at an offset of 64.25 DN and less than 0.01 at 64.5 DN. There it should be checked for the actual offset and, if it matters, built into $h_k$ or reduced by a higher gain. The offset lies 21 read-noise widths above zero, and the 12-bit converter saturates near 2,000 electrons, so neither limit affects the signals treated here.

For the 1.5-electron sensor, the asymptotic inverse stays within 0.03 electrons at all the tabulated signals, which is comparable to the 0.037 caused by a 10% error in the read noise and smaller than the effect of unmodelled telegraph noise or unsubtracted dark charge. The lookup table earns its place when read noise is well below one electron, the signal is about one electron or less, dark charge and read noise are known well enough to leave errors below the bias being removed, rounding is either small against the read noise or included in $h_k$, and the denoiser returns a value close to the mean of $f$. The numerical output below gives the values for both read-noise levels.

## Values computed for the example and the checks

```
gain 2.0 DN/e, offset 64 DN, read noise 3.0 DN
read noise: main 1.50 e, quiet pixel 0.30 e
variance series: 1/m coefficient 3/8 - d
variance series: 1/m^2 coefficient s2/2 + 1/16 (s2 = s^2 in e^2)
read noise 1.50 e: columns lam(e) mu V C(e) b_alg(e) b_asym(e)
  0.0   3.0702  1.1712  0.02426  -0.2685  -0.0185
  0.5   3.3755  1.1699  0.01592  -0.2765  -0.0265
  1.0   3.6586  1.1563  0.01043  -0.2787  -0.0287
  2.0   4.1712  1.1186  0.00445  -0.2752  -0.0252
  5.0   5.4277  1.0416  0.00033  -0.2601  -0.0101
 10.0   7.0349  1.0109  0.00000  -0.2527  -0.0027
 50.0  14.4741  1.0005  0.00000  -0.2501  -0.0001
read noise 0.30 e: columns lam(e) mu V C(e) b_alg(e) b_asym(e)
  0.0   1.2765  0.2619  0.00784  -0.0576   0.1924
  0.5   1.7965  0.6518  0.00475  -0.1582   0.0918
  1.0   2.2419  0.8452  0.00288  -0.2084   0.0416
  2.0   2.9800  0.9836  0.00106  -0.2448   0.0052
  5.0   4.5663  1.0087  0.00005  -0.2521  -0.0021
 10.0   6.3921  1.0016  0.00000  -0.2504  -0.0004
 50.0  14.1725  1.0000  0.00000  -0.2500  -0.0000
s=1.50 e: tail coefficient numeric -0.2967, law -0.2969 e^3
s=0.30 e: tail coefficient numeric -0.0269, law -0.0269 e^3
signal 2.0 e, mean raw 68.0 DN, mu 4.1712
inverses: algebraic 1.7248, asymptotic 1.9748, exact 2.0000 e
algebraic bias -0.2752 e = -0.5504 DN, relative -13.8 %
samples for standard error = |bias|: 64
lookup table: 500 nodes, max error 1.9e-10 e
patch mean, M=16, 200000 patches; biases in e
lam: alg sim/law, exact sim/curvature law, clamped %
 0.5: -0.2595/-0.2583, 0.0453/0.0160, 13.18
      standard errors 0.0010, 0.0009 e
 2.0: -0.2573/-0.2577, 0.0175/0.0171, 0.01
      standard errors 0.0012, 0.0012 e
10.0: -0.2352/-0.2369, 0.0176/0.0159, 0.00
      standard errors 0.0020, 0.0020 e
mix of 1 and 5 e: true mean 3.00, exact inverse 2.8054 e
quantisation: exact-inverse error -0.00022 e
true read noise 1.65 e, assumed 1.50 e: error -0.0374 e
true/assumed gain 1.05: error 0.0937 e
telegraph jumps +-4 e, probability 0.10 each: error -0.1979 e
dark rate 5.0 e/s at 300 K, exposure 33.3 ms, activation 0.56 eV
dark charge: 300 K 0.167 e, 330 K 1.194 e
response nonuniformity 1 %: 0.020 e; equals 0.25 e at 25 e
converter: black margin 21.3 sigma, top 2016 e
```
